# Parabolic Phonon Heat Flow and the Square-Law Conductivity of a Channel

Suppose phonons in a crystal channel collide with each other every 0.2 µm, and one puts this distance into the kinetic formula $\kappa=Cv\ell/3$. If the collisions conserve the total phonon momentum, the answer can be wrong by a factor of hundreds. Such collisions pass momentum from one phonon to another but do not stop the heat current, which momentum conservation keeps going. Using instead the much longer distance between momentum-destroying collisions gives the conductivity of a wide crystal and ignores the walls. In a suitable range of widths neither mean free path sets the conductivity alone. The current is limited by the viscous transport of momentum to the walls, and the conductivity grows as the square of the width.

Let the channel occupy $-W/2<y<W/2$, unbounded in $x$ and $z$, with a uniform gradient $dT/dx=-G$, $G>0$, so that heat flows towards positive $x$. The phonons have three equal acoustic branches with $\omega=vk$, at temperatures low enough for the zone edge to play no part. The direction of a wave vector is $\mathbf s=\mathbf k/k$ and the phonon velocity is $v\mathbf s$. The symbol $\sum$ means $3\int d^3k/(2\pi)^3$, a sum over modes per unit volume. SI units suit these lengths and conductivities.

Two relaxation times describe the collisions. Normal collisions conserve momentum and relax the occupation $n$ towards a drifting distribution $n_d$ in a time $\tau_N$; resistive collisions relax it towards the distribution at rest, $n_0$, in a time $\tau_R$. Both times are taken independent of frequency. In the steady state

$$
v\,\mathbf s\cdot\nabla n=-\frac{n-n_d}{\tau_N}-\frac{n-n_0}{\tau_R},\qquad
n_d=\frac{1}{e^{\hbar(\omega-\mathbf k\cdot\mathbf u)/k_BT}-1},
$$

and $n_0$ is $n_d$ at $\mathbf u=0$. The drift velocity $\mathbf u$ is fixed by the condition that normal collisions conserve momentum, $\sum\hbar\mathbf k(n-n_d)=0$. Energy conservation fixes $T$. The mean free paths are $\ell_N=v\tau_N$ and $\ell_R=v\tau_R$.

For a small drift $u$ along $x$, expansion gives $n_d-n_0=-(\partial n_0/\partial\omega)\,k s_xu$. Since $n_0$ depends on $\omega/T$ only, $-\omega\,\partial n_0/\partial\omega=T\,\partial n_0/\partial T$. With $k/\omega=1/v$ this becomes

$$
n_d-n_0=\frac{Tu}{v}\,s_x\frac{\partial n_0}{\partial T}.
$$

The heat capacity per volume is $C=\sum\hbar\omega\,\partial n_0/\partial T$, and the average of $s_x^2$ over directions is $1/3$. The heat flux and the momentum density are therefore

$$
q=\sum\hbar\omega\,vs_x(n_d-n_0)=\frac{CTu}{3},\qquad
P=\sum\hbar k s_x(n_d-n_0)=\frac{CTu}{3v^2}.
$$

Because $\hbar\omega v s_x=v^2\hbar ks_x$ mode by mode, $q=v^2P$ holds for any occupation in this model. A heat current is a momentum density, and $n$ and $n_d$ carry the same one.

Now multiply the kinetic equation by $\hbar k_x$ and sum. The normal term vanishes by the definition of $\mathbf u$, and $n_0$ has no momentum, so the right side is $-P/\tau_R$. The left side is the divergence of the momentum flux $\Pi_{xj}=\sum\hbar k_x\,vs_j\,n$. At rest, $\Pi_{xx}$ is the phonon pressure,

$$
p=\sum\hbar\omega\,s_x^2n_0=\frac{U}{3},\qquad \frac{dp}{dx}=\frac C3\frac{dT}{dx}=-\frac{CG}{3},
$$

where $U$ is the energy density. To linear order the deviation from $n_0$ does not vary along $x$, so the only other term is the shear term:

$$
-\frac{CG}{3}+\frac{d\Pi_{xy}}{dy}=-\frac{P}{\tau_R}.
$$

The transverse balance requires no flow. The linear deviation is odd in $s_x$, and it therefore changes neither the energy density nor $\Pi_{yy}$; a temperature uniform in $y$ satisfies the balance.

To find $\Pi_{xy}$, let normal collisions be frequent: $\ell_N\ll W$ and $\tau_N\ll\tau_R$. The kinetic equation then gives, at first order, $n=n_d-\tau_Nv\mathbf s\cdot\nabla n_d$. The part due to the variation of the drift across the channel is

$$
n_1=-\tau_N\,vs_y\,\frac{T}{v}s_x\frac{du}{dy}\frac{\partial n_0}{\partial T}
=-\tau_NT\,s_xs_y\frac{du}{dy}\frac{\partial n_0}{\partial T}.
$$

The temperature gradient adds a term proportional to $s_x$ alone, which is odd under reflection of $s_y$ in the sum for $\Pi_{xy}$ and drops out. It is also smaller than $n_1$, except close to the centre, where $du/dy$ vanishes: when shear balances pressure, $G$ is of order $\tau_NTu/W^2$, so $vG$ is smaller than $Tu/W$ by a factor of order $\ell_N/W$. Inserting $n_1$,

$$
\Pi_{xy}=-\tau_NT\frac{du}{dy}\sum\hbar\omega\,s_x^2s_y^2\frac{\partial n_0}{\partial T}
=-\eta\frac{du}{dy},\qquad \eta=\frac{CT\tau_N}{15}.
$$

The factor 15 comes from the average over directions. With $s_y=\mu$, the azimuthal average of $s_x^2$ is $(1-\mu^2)/2$, and

$$
\langle s_x^2s_y^2\rangle=\frac12\int_{-1}^{1}\frac{1-\mu^2}{2}\mu^2\,d\mu
=\frac14\left(\frac23-\frac25\right)=\frac1{15}.
$$

The momentum density per unit drift, $CT/(3v^2)$, plays the part of a mass density, so the kinematic viscosity is $v^2\tau_N/5$. Direct quadrature over wave vectors tests the heat capacity, the pressure slope, the two drift moments and the viscosity.

Substitute $u=3q/(CT)$, which gives $\eta u''=\tau_Nq''/5$, and $P=q/v^2$. The momentum balance becomes

$$
\frac{\tau_N}{5}q''=\frac{q}{v^2\tau_R}-\frac{CG}{3}
\quad\Longrightarrow\quad
q''-\frac{q}{\lambda^2}=-\frac{5CG}{3\tau_N},\qquad
\lambda^2=\frac{\ell_N\ell_R}{5}.
$$

This is the steady Guyer–Krumhansl equation for the present geometry. The length $\lambda$ is the distance momentum diffuses before resistive collisions destroy it.

When $W\ll\lambda$ the term $q/\lambda^2$ may be dropped. One integration gives $q'=-5CGy/(3\tau_N)$, with no constant because the flow is symmetric about $y=0$. A second integration and the no-slip condition $q(\pm W/2)=0$ give

$$
q(y)=\frac{5CG}{6\tau_N}\left(\frac{W^2}{4}-y^2\right).
$$

The average of $y^2$ over the width is $W^2/12$, so the bracket averages to $W^2/6$. Dividing the mean flux by $G$,

$$
\kappa_P=\frac{5CW^2}{36\tau_N}=\frac{5}{36}\frac{CvW^2}{\ell_N}.
$$

The flux at the centre, $5CGW^2/(24\tau_N)$, is $3/2$ of the mean.

Written as $\kappa_P=Cv\ell_{\rm eff}/3$, the result has $\ell_{\rm eff}=5W^2/(12\ell_N)$. This is the path of a random walk: with steps of length $\ell_N$, reaching a wall at a distance of order $W$ takes about $(W/\ell_N)^2$ steps and a total path of about $W^2/\ell_N$. In this viscous regime, more frequent normal collisions slow the escape of momentum to the walls and raise the conductivity, at fixed $C$ and $v$. The trend reverses once the channel is somewhat narrower than $\ell_N$, where viscosity no longer describes the flow. Resistive collisions lower the conductivity.

That effect follows from the full equation. A constant solution is $q_b=5CG\lambda^2/(3\tau_N)=Cv\ell_RG/3$, the flux in an unbounded crystal. Adding the even homogeneous solution and requiring zero flux at the walls,

$$
q=q_b\left[1-\frac{\cosh(y/\lambda)}{\cosh X}\right],\qquad X=\frac{W}{2\lambda}.
$$

The average of $\cosh(y/\lambda)$ over the width is $\sinh X/X$. Hence

$$
\kappa=\frac{Cv\ell_R}{3}\left(1-\frac{\tanh X}{X}\right).
$$

For small $X$, $\tanh X=X-X^3/3+2X^5/15-\dots$, so the bracket is $(X^2/3)(1-2X^2/5+\dots)$. Since $X^2=5W^2/(4\ell_N\ell_R)$, the prefactor reproduces $\kappa_P$, and

$$
\kappa=\kappa_P\left(1-\frac{W^2}{10\lambda^2}+\dots\right).
$$

For large $X$ the conductivity tends to $Cv\ell_R/3$: the flux is flat except within a few $\lambda$ of the walls, and the width no longer matters. The square law thus needs $\ell_N\ll W\ll\lambda$. Such a window exists only if $\lambda/\ell_N=\sqrt{\ell_R/(5\ell_N)}$ is large.

The no-slip condition has so far been imposed. Whether it is right depends on the wall. A perfectly smooth wall reflects phonons specularly and takes up no tangential momentum; then $q'=0$ there, the solution is the uniform flux $q_b$, and there is no parabola. A diffuse wall absorbs the arriving phonons and emits them isotropically at the local temperature. For this case the kinetic equation can be solved without assuming a viscous flow. Write

$$
n-n_0=\ell_NG\,s_x\,\psi(Y,\mu)\frac{\partial n_0}{\partial T},\qquad
Y=\frac{y}{\ell_N},\qquad a=\frac{3q}{Cv\ell_NG}.
$$

From $q=CTu/3$ one has $Tu/v=\ell_NGa$. Setting $1/\tau_R=0$ and dividing the kinetic equation by $vGs_x\,\partial n_0/\partial T$ leaves

$$
\mu\frac{\partial\psi}{\partial Y}+\psi=1+a(Y),\qquad
a=3\langle s_x^2\psi\rangle=\frac34\int_{-1}^{1}(1-\mu^2)\psi\,d\mu .
$$

The 1 is the driving by the temperature gradient. Phonons leaving a wall have $\psi=0$. Integrating along each direction from the wall where the phonon started, and inserting the result in the expression for $a$, gives

$$
a(Y)=\frac34\int K(|Y-Y'|)\,[1+a(Y')]\,dY',\qquad
K(z)=\int_0^1\frac{1-\mu^2}{\mu}e^{-z/\mu}\,d\mu,
$$

with $Y'$ running across the channel. Far from the walls this has a parabolic solution. If $F=1+a$ is quadratic, $\psi=F-\mu F'+\mu^2F''$ satisfies the differential equation, as substitution shows. The term odd in $\mu$ drops out of $a$, and $\frac34\int_{-1}^1(1-\mu^2)\mu^2d\mu=\frac15$, so $a=1+a+a''/5$, or $a''=-5$. This is the curvature found from the viscosity, in the new units.

Near a wall the parabola fails over a few mean free paths. Its extrapolation to the wall has a value $a_s=\zeta a'/\ell_N$, where $a'=da/dY$ is the inward slope and $\zeta$ is the slip length. A momentum balance estimates $\zeta$. At the lower wall only phonons with $\mu<0$ arrive; take $\psi\approx a_s-\mu a'$ for them, neglecting the driving term 1 and the curvature term $\mu^2a''=-5\mu^2$, which are both small beside $a'$ in a wide channel. The momentum flux they carry must equal the viscous flux of the interior:

$$
\frac34\int_{-1}^{0}(1-\mu^2)\mu(a_s-\mu a')\,d\mu
=-\frac34\int_{-1}^{1}(1-\mu^2)\mu^2a'\,d\mu .
$$

The integrals give $-a_s/4-2a'/15=-4a'/15$, hence $a_s=8a'/15$ and $\zeta\approx0.53\,\ell_N$. The numerical solution gives $0.58\,\ell_N$, so the estimate is about 8% low relative to it.

With $w=W/\ell_N$, the wall slope of the parabola is $5w/2$. Slip therefore adds the constant $5w\zeta/(2\ell_N)$ to $a$, whose no-slip mean is $5w^2/12$. The ratio of the two gives

$$
\kappa\approx\kappa_P\left(1+\frac{6\zeta}{W}\right).
$$

No-slip is thus the leading approximation for diffuse walls, with a relative error that falls only as $\ell_N/W$.

The integral equation also tests the main result. At $w=40$, more than six mean free paths from the walls, the drop of the computed flux from its central value agrees with $5Y^2/2$ within $1.6\times10^{-4}$ of the largest drop in that region; this small difference is almost all the error of the finite numerical cells. Averaged over the numerical cell next to the wall, which is 0.02 mean free paths thick, the flux is 4.5% of the central flux, not zero. When the mean of $a$ at four widths from $w=10$ to 80 is resolved into terms in $w^2$, $w$, 1 and $1/w$, the coefficient of $w^2$ is 0.41665, against $5/12=0.41667$.

The approach to the square law is slow. The local power of the width, found by doubling $w$, is 1.97 between 80 and 160 and 1.79 between 10 and 20. Between 1 and 2 it is 1.17, and between 0.1 and 0.2 it is 0.85. In the narrowest channels most phonons cross from wall to wall without a collision, and viscosity has no meaning.

For a worked example take round parameters that stand for no particular material: $v=5000$ m/s, $T=20$ K, $\ell_N=0.2$ µm, $\ell_R=1000$ µm, $W=5$ µm and $G=1000$ K/m. The heat capacity follows from the energy density. With $x=\hbar vk/k_BT$ and $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$,

$$
U=\frac{3\hbar v}{2\pi^2}\left(\frac{k_BT}{\hbar v}\right)^4\frac{\pi^4}{15},\qquad
C=\frac{4U}{T}=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v}\right)^3,
$$

because $U\propto T^4$. This gives $C=7828$ J/(m³ K). The normal time is $\tau_N=40$ ps and the viscosity is $4.17\times10^{-7}$ Pa s. The kinematic viscosity is $(5000)^2(40\times10^{-12})/5=2.0\times10^{-4}$ m²/s.

The resistive length is $\lambda=\sqrt{0.2\times1000/5}=6.3$ µm. The channel has $W/\ell_N=25$ but $W/\lambda=0.79$, so it lies near the upper end of the window. The no-slip formula gives

$$
\kappa_P=\frac{5(7828)(5000)(5\times10^{-6})^2}{36(0.2\times10^{-6})}
=680\ \mathrm{W/(m\,K)}.
$$

The formula $Cv\ell_N/3$ would give 2.6 W/(m K), lower by a factor of 260, and $Cv\ell_R/3$ gives 13,000 W/(m K). The mean flux is $6.8\times10^5$ W/m² and the central flux $1.02\times10^6$ W/m². The central drift is $u=3q/(CT)=19.5$ m/s, about 0.4% of $v$, which supports the linear expansion.

Resistance lowers the no-slip conductivity to 640 W/(m K), a reduction of 5.9%, close to the leading estimate $W^2/(10\lambda^2)=6.25\%$. Slip acts the other way, with $6\zeta/W=6(0.582)/25=14\%$. To include both, replace the wall condition by $q=-\zeta q'$ at $y=W/2$. Writing $q=q_b[1-B\cosh(y/\lambda)]$, this condition gives $B=1/[\cosh X+(\zeta/\lambda)\sinh X]$, and averaging yields

$$
\kappa=\frac{Cv\ell_R}{3}\left[1-\frac{\tanh X}{X\,(1+(\zeta/\lambda)\tanh X)}\right].
$$

The result is 725 W/(m K). With resistive collisions included the kinetic equation reads $\mu\,\partial\psi/\partial Y+(1+\ell_N/\ell_R)\psi=1+a$, and its solution with diffuse walls gives 726 W/(m K). The simple $\kappa_P$ is 6% below this value, but part of that agreement is a cancellation between neglected slip and neglected resistance.

Doubling the width to 10 µm raises the kinetic conductivity to 2307 W/(m K), a factor of 3.18 instead of 4. Resistance without slip already reduces the factor to $2176/640=3.40$; slip, which helps the narrower channel more, accounts for most of the rest. The factor 3.18 corresponds to a power of 1.67, although both widths are well above $\ell_N$. A measured power somewhat below 2 would therefore not by itself rule out viscous phonon flow.

The kinetic values are references within this relaxation model. They assume fully diffuse walls and a channel of unbounded length; partly specular walls lengthen the slip. They also leave out dispersion, differences between the branches and the frequency dependence of the collision times, which in a real crystal can change the numerical coefficients and slow the approach to the square law. The law also requires a crystal in which resistive collisions are rare enough for the window of widths to exist.

## Computed results

```
sound speed v = 5000 m/s
temperature T = 20 K
normal mean free path l_N = 0.2 um
resistive mean free path l_R = 1000 um
channel width W = 5.0 um
temperature gradient |G| = 1000 K/m
normal time tau_N = 40.0 ps
heat capacity, formula C = 7827.9 J/(m^3 K)
heat capacity, quadrature = 7827.9 J/(m^3 K)
viscosity, formula eta = 4.1749e-07 Pa s
viscosity, quadrature = 4.1749e-07 Pa s
kinematic viscosity = 0.0 m^2/s
resistive length lambda = 6.325 um
W/l_N = 25.0 (dimensionless)
W^2/(10 lambda^2) = 0.0625 (dimensionless)
no-slip conductivity kappa_P = 679.5 W/(m K)
mean heat flux, no-slip = 6.7950e+05 W/m^2
centre heat flux, no-slip = 1.0193e+06 W/m^2
centre drift speed = 19.53 m/s
kappa with resistance, no slip = 639.6 W/(m K)
kappa with resistance and slip = 724.9 W/(m K)
kappa from kinetic equation = 726.4 W/(m K)
bulk resistive kappa = 13046.5 W/(m K)
kappa at 2W, resistance, no slip = 2175.7 W/(m K)
kappa at 2W, kinetic = 2307.3 W/(m K)
kinetic ratio kappa(2W)/kappa(W) = 3.176
kinetic W^2 coefficient = 0.416653; 5/12 = 0.416667
slip length/l_N, kinetic = 0.5823
slip length/l_N, estimate = 0.5333
constant term of mean reduced flux = 0.676
interior parabola error at W/l_N=40: 1.6e-04
edge-cell/centre flux at W/l_N=40: 0.0446
width power, W/l_N 0.1 to 0.2: 0.854
width power, W/l_N 1 to 2: 1.172
width power, W/l_N 10 to 20: 1.789
width power, W/l_N 80 to 160: 1.969
W/l_N=40, l_N/l_R=0.01, kinetic mean a = 80.33
same case, hydrodynamic mean a = 80.22
```
